# Real spectrum of the SCF dielectric matrix and its lower bound

## A: Two sites

Take two lattice sites with a fixed number of electrons. A potential change that is equal on both sites moves no charge; a difference moves charge from the higher site to the lower one. With $d=(1,-1)^T$, the static response of independent electrons is therefore

$$\delta n=\chi_0\,\delta v,\qquad \chi_0=-x\,dd^T,\qquad x\ge 0 .$$

Let the potential respond to the density through a symmetric kernel,

$$\delta v=K\,\delta n,\qquad K=\begin{pmatrix}a&b\\ b&c\end{pmatrix}.$$

The matrix that governs self-consistency is

$$1-\chi_0K=1+x\,d\,(d^TK)=1+x\begin{pmatrix}a-b&b-c\\ b-a&c-b\end{pmatrix}.$$

For $x>0$ it is not symmetric unless $a=c$. Its second term has determinant zero and trace $x(a+c-2b)$, so the eigenvalues of the whole matrix are

$$1\quad\text{and}\quad 1+x\kappa,\qquad \kappa=a+c-2b=d^TKd .$$

Both are real for any symmetric $K$. If $K$ is positive semidefinite, then $\kappa\ge0$ and both are at least 1.

The case also shows what is not guaranteed. For $a=1$, $b=0$, $c=-1$ one has $\kappa=0$, but $d^TK=(1,1)$ is not zero. For $x>0$ the second term is then nonzero with zero square: the eigenvalue 1 is double and has one eigenvector. Real eigenvalues do not imply a complete set of eigenvectors.

## B: Setting and statement

Densities and potentials are real vectors in a finite orthonormal basis or on a lattice. For complex vectors, replace transposes by adjoints and "symmetric" by "Hermitian". The mean-field map takes an input density $n$, builds the potential $v[n]$, and returns the density $F(n)=\rho[v[n]]$ of independent electrons. At a fixed point $n_*=F(n_*)$, the chain rule gives

$$F'(n_*)=\frac{\partial\rho}{\partial v}\frac{\partial v}{\partial n}=\chi_0K .$$

The residual $n-F(n)$ has derivative $1-\chi_0K$, called here the dielectric matrix. $K$ is symmetric when the interaction potential is the gradient of an energy $E_{\rm int}(n)$, since $K_{ij}=\partial^2E_{\rm int}/\partial n_i\partial n_j$.

Write $X=-\chi_0$ and suppose that $X$ is symmetric positive semidefinite (shown in section C). Let $S=\sqrt X$ be its symmetric positive semidefinite square root. Then:

1. $1-\chi_0K=1+XK$ and the symmetric matrix $1+SKS$ have the same eigenvalues with the same algebraic multiplicities. All are real.
2. If $K$ is positive semidefinite, all are at least 1.

On a grid with unequal quadrature weights, collected in a positive diagonal matrix $W$, the integrals read $\delta n=\chi W\delta v$ and $\delta v=kW\delta n$. The product $\chi WkW$ has factors that need not be symmetric, but

$$W^{1/2}(\chi WkW)W^{-1/2}=(W^{1/2}\chi W^{1/2})(W^{1/2}kW^{1/2}),$$

and the two factors on the right are the $\chi_0$ and $K$ to be used here.

## C: Why $-\chi_0$ is positive semidefinite

Let the unperturbed Hamiltonian have real orbitals $\phi_n$, energies $e_n$ and Fermi occupations $f_n$ per spin. The density matrix $P$ commutes with the Hamiltonian. To first order in a potential $v$ this reads $[H,P_1]+[v,P]=0$, with matrix elements

$$(e_n-e_m)(P_1)_{nm}+v_{nm}(f_m-f_n)=0 .$$

Hence, for $e_n\neq e_m$,

$$(P_1)_{nm}=D_{nm}v_{nm},\qquad D_{nm}=\frac{f_n-f_m}{e_n-e_m}.$$

Within a degenerate level, choose orbitals that diagonalize $v$; their mutual $v_{nm}$ vanish and contribute nothing. On the diagonal, the rotation of the orbitals acts only at second order, and the occupation changes through the level shift and the shift of the chemical potential:

$$(P_1)_{nn}=f'_n\,(v_{nn}-\delta\mu),\qquad f'_n=\frac{df}{de}\Big|_{e_n}.$$

Fixed electron number requires $\sum_n(P_1)_{nn}=0$, so

$$\delta\mu=\bar v=\frac{\sum_nf'_nv_{nn}}{\sum_nf'_n}.$$

With two electrons per orbital, $v^T\chi_0v=2\,\mathrm{tr}(vP_1)$, which is

$$v^T\chi_0v=2\sum_{n\ne m}D_{nm}v_{nm}^2+2\sum_nf'_nv_{nn}(v_{nn}-\bar v).$$

Since $\sum_nf'_n(v_{nn}-\bar v)=0$, subtracting $\bar v$ times this sum changes nothing, and

$$v^T\chi_0v=2\sum_{n\ne m}D_{nm}v_{nm}^2+2\sum_nf'_n(v_{nn}-\bar v)^2\le0 .$$

Both terms are nonpositive because Fermi occupations decrease with energy. Symmetry of $\chi_0$ is visible in its matrix elements. For nondegenerate levels, with $D_{nn}=f'_n$ and $a_i=\sum_nf'_n\phi_n(i)^2$,

$$(\chi_0)_{ij}=2\sum_{nm}D_{nm}\phi_n(i)\phi_m(i)\phi_n(j)\phi_m(j)-\frac{2a_ia_j}{\sum_nf'_n}.$$

At positive temperature all $D_{nm}$ and $f'_n$ are strictly negative. The quadratic form then vanishes only if $v$ has no off-diagonal elements and equal diagonal ones, that is, for a constant potential. So $X$ has one zero eigenvalue, and $S^{-1}$ does not exist. At zero temperature with a gap, $f'_n=0$, the chemical-potential term is absent, and the first sum gives the same sign. A smearing function that does not decrease monotonically is outside this argument.

## D: Proof for singular $X$

**Reality.** Let $XKu=\mu u$ with $u\ne0$. If $\mu=0$, it is real. If $\mu\neq0$, define $w=SKu$. Then

$$Sw=S^2Ku=XKu=\mu u\ne0,$$

so $w\neq0$. Moreover,

$$SKS\,w=SK(Sw)=SK(\mu u)=\mu w .$$

Thus $\mu$ is an eigenvalue of a real symmetric matrix and is real. The dielectric eigenvalue is $\lambda=1+\mu$.

**Multiplicities.** For square matrices $A$, $B$ consider

$$M=\begin{pmatrix}z1&A\\ B&1\end{pmatrix}.$$

Eliminating the lower right block gives $\det M=\det(z1-AB)$. For $z\ne0$, with $N$ the matrix dimension, eliminating the upper left block gives

$$\det M=z^N\det(1-z^{-1}BA)=\det(z1-BA).$$

The two polynomials agree for all $z\neq0$ and hence for all $z$. With $A=S$ and $B=SK$, this is

$$\det(z1-XK)=\det(z1-SKS).$$

**Lower bound.** For a normalized eigenvector $w$ of $SKS$,

$$\lambda=1+w^TSKSw=1+(Sw)^TK(Sw).$$

If $K$ is positive semidefinite, the last term is nonnegative and $\lambda\ge1$. At fixed electron number $\det(XK)=0$, so the value 1 is attained. If $K$ is positive definite, $\lambda=1$ requires $Sw=0$; the multiplicity of 1 is then the dimension of the null space of $X$.

**Bounds for estimates.** Let $\xi$ be the largest eigenvalue of $X$, and $k_{\min}$, $k_{\max}$ the extreme eigenvalues of $K$. Since $|Sw|^2\le\xi$ for normalized $w$,

$$1+\xi\min(0,k_{\min})\le\lambda\le1+\xi\max(0,k_{\max}).$$

An indefinite kernel with $\xi|k_{\min}|<1$ therefore still gives positive eigenvalues.

## E: Eigenvectors

A nonzero $\mu$ has no Jordan block. Suppose $(XK-\mu)^2v=0$ and put $w=SKv$. Because $SK(XK)=(SKS)SK$, we get $(SKS-\mu)^2w=0$. A symmetric matrix has no Jordan blocks, so $(SKS-\mu)w=0$, which is $SK(XK-\mu)v=0$. Let $u=(XK-\mu)v$. Multiplying $SKu=0$ by $S$ gives $XKu=0$, while the assumption gives $XKu=\mu u$. Hence $u=0$.

For $\mu=0$ the sign of $K$ matters. Let $K$ be positive semidefinite and $(XK)^2v=0$. Multiplication from the left by $v^TK$ gives

$$(XKv)^TK(XKv)=0\;\Rightarrow\;KXKv=0 .$$

Multiplying this by $v^T$ gives $|SKv|^2=0$, so $XKv=S(SKv)=0$. There is no Jordan block, and $1+XK$ is diagonalizable.

For an indefinite but invertible $K$ at fixed electron number, let $\mathbf 1$ be the constant vector, which at positive temperature spans the null space of $X$ (section C). The null vector of $XK$ is $u=K^{-1}\mathbf 1$. A Jordan block needs a solution of $XKy=u$, which exists when $u$ is orthogonal to $\mathbf 1$. The condition for a defective matrix is thus $\mathbf 1^TK^{-1}\mathbf 1=0$. The two-site kernel with $a=1$, $b=0$, $c=-1$ satisfies it.

This matters for a general eigensolver. A rounding error $\delta>0$ can turn such a block into

$$\begin{pmatrix}0&1\\-\delta&0\end{pmatrix},$$

with eigenvalues $\pm i\sqrt\delta$. Noise of $10^{-8}$ then appears as imaginary parts of $10^{-4}$. A symmetric eigensolver applied to $1+SKS$ returns real values by construction.

## F: Consequences for mixing

Linear mixing is $n_{k+1}=n_k+\alpha[F(n_k)-n_k]$. With $\delta_k=n_k-n_*$, to first order,

$$\delta_{k+1}=[1-\alpha(1-\chi_0K)]\,\delta_k .$$

A mode with eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ per step. If all $\lambda$ are positive, every factor has modulus below 1 when

$$0<\alpha<\frac{2}{\lambda_{\max}} .$$

At the upper end a factor equals $-1$, and the linear analysis does not decide. A negative $\lambda$ gives $1+\alpha|\lambda|>1$ for every positive $\alpha$, so reducing the step slows the runaway but cannot remove it.

Mixing potentials instead of densities leads to $1-K\chi_0=(1-\chi_0K)^T$, with the same spectrum and the same limit.

For positive definite $K$, the matrix $XK$ is symmetric in the inner product $\langle a,b\rangle_K=a^TKb$, because

$$\langle a,XKb\rangle_K=a^TKXKb=\langle XKa,b\rangle_K .$$

In the linear regime the norm $\sqrt{\delta^TK\delta}$ is therefore multiplied at every step by at most $\max|1-\alpha\lambda|$, so it shrinks at every step when $0<\alpha<2/\lambda_{\max}$. The ordinary norm follows asymptotically the largest factor $|1-\alpha\lambda|$ among the modes present in the starting error, but may behave differently at first. The same inner product allows a Lanczos calculation of $\lambda_{\max}$ from products with $X$ and $K$ alone, without forming $S$.

**What a negative eigenvalue means.** Let $A_0[v]$ be the free energy of independent electrons at fixed number and positive temperature, with $\partial A_0/\partial v=n$. The functional $G=A_0-v^Tn$ has $dG=-v^Tdn$. For neutral changes, $dn=-X\,dv$, so the second derivative of $G$ is the pseudoinverse $X^+$. The total functional $G+v_{\rm ext}^Tn+E_{\rm int}$ is stationary at the fixed point, with curvature

$$\delta n^T(X^++K)\delta n=w^T(1+SKS)w,\qquad \delta n=Sw,$$

for $w$ orthogonal to $\mathbf 1$. A negative $\lambda$ marks a direction in which the mean-field free energy decreases: the fixed point is not a minimum.

**Long cells.** In a translation-invariant system $X$ and $K$ are both diagonal in wavevector $q$, and $\lambda_q=1+x_qk_q$. For the Coulomb kernel in Gaussian units, $k_q=4\pi e^2/q^2$. In a metal $x_q$ tends to a constant $x_0>0$, and the smallest nonzero wavevector in a cell of length $L$ is $2\pi/L$. For large $L$ its mode has

$$\lambda\simeq1+\frac{4\pi e^2x_0}{(2\pi/L)^2}=1+\frac{e^2x_0L^2}{\pi},$$

so the permitted $\alpha$ falls as $L^{-2}$. In an insulator at zero temperature only pairs of a filled and an empty state contribute. Their matrix elements vanish linearly in $q$ by orthogonality, and the gap bounds $|D_{nm}|$. Hence $x_q\propto q^2$, and $\lambda_q$ stays finite if the coupling between different wavevectors is neglected. At positive temperature the thermally excited carriers add a constant to $x_q$, small when $k_BT$ is far below the gap, and the $L^2$ growth returns in a long enough cell. In both cases $\lambda\ge1$; the theorem bounds the spectrum from below and leaves its upper end to the material and the cell.

## G: Numerical example

An open chain of 8 sites holds 6 electrons, two per orbital. The hopping $t$ is the energy unit, $k_BT=0.2\,t$, and the first site is raised by $0.5\,t$. The kernel and potential are

$$K_{ij}=\frac{4t}{\sqrt{1+(i-j)^2}},\qquad v=v_{\rm site}+K(n-n_0),$$

with a uniform background $n_0=6/8=0.75$ per site. These are model parameters, and the electrons interact through this mean field alone.

The converged density runs from 0.551 on the raised site to 0.913 on its neighbour. Around the chemical potential, $-0.534\,t$, the third and fourth levels give the largest single energy quotient between neighbouring levels:

$$D_{34}=\frac{0.8373-0.1721}{-0.8621+0.2203}\,t^{-1}=-1.04\,t^{-1}.$$

It is negative, as section C requires. The eigenvalues of $X$ are one zero and seven values from 0.332 to $0.799\,t^{-1}$. The formula for $\chi_0$ agrees with numerical differentiation of the density to $9\times10^{-10}\,t^{-1}$ in every element.

**Repulsive kernel.** The eigenvalues of $K$ lie between 0.519 and $15.43\,t$, so it is positive definite. The spectrum of $1+SKS$ is

$$1.0000,\;1.3145,\;1.4333,\;1.5679,\;1.7389,\;2.2245,\;2.8916,\;3.8998 .$$

There is a single 1, from the constant potential, and the rest lie above it. Differentiating the SCF map itself and diagonalizing the resulting nonsymmetric matrix gives the same values within $8\times10^{-9}$. The simple upper bound is $1+0.799\times15.43=13.3$, more than three times the true maximum, because it ignores how the eigenvectors of $X$ and $K$ are oriented. It would suggest $\alpha<0.15$, which is safe but cautious. The actual limit is

$$\frac{2}{\lambda_{\max}}=\frac{2}{3.900}=0.513 .$$

Two runs of the full nonlinear map, started from a small neutral error, test it. At $\alpha=0.4872$ the predicted factor is $|1-0.4872\times3.8998|=0.900$; at $\alpha=0.5385$ it is $|1-0.5385\times3.8998|=1.100$. The ratios of the last two error norms are 0.9000 and 1.1000. A change of step from 5% below the limit to 5% above it turns a shrinking error into a growing one. The growth factor describes small errors only; the output density of the nonlinear map is bounded, so the growth cannot continue indefinitely.

The eigenvalue 1 plays no part in a neutral run: its eigenvector $K^{-1}\mathbf 1$ carries net charge, since $\mathbf 1^TK^{-1}\mathbf 1>0$. The slowest and fastest relevant modes have $\lambda=1.3145$ and 3.8998. Their factors have equal modulus when $1-1.3145\alpha=3.8998\alpha-1$, which gives the best constant step

$$\alpha=\frac{2}{1.3145+3.8998}=0.38,\qquad 1-1.3145\alpha=0.50 .$$

This follows from the linear spectrum; no run was made at this step.

**Indefinite kernel.** Adding a local attraction, $K\to K-4t\cdot1$, cancels the diagonal of $K$ exactly and leaves only positive off-diagonal entries. It shifts every eigenvalue of $K$ down by $4t$, to the range from $-3.48$ to $11.43\,t$. The external potential is adjusted so that $n_*$ and $\chi_0$ are unchanged. The spectrum is

$$-1.179,\;-1.139,\;-0.964,\;-0.341,\;0.113,\;1.000,\;1.015,\;2.056 .$$

It is real, again in agreement with the differentiated map, but the bound $\lambda\ge1$ is gone. The estimate from section D, $1-0.799\times3.48=-1.78$, lies below the smallest value, as it must. Four negative eigenvalues mean four independent directions of decreasing free energy. At $\alpha=0.1$ the fastest growing mode gains a factor $1+0.1\times1.179=1.118$ per step, or about $7\times10^3$ in 80 steps. The measured growth of the total error is $3.0\times10^3$. The two need not coincide, since the growth depends on how the starting error is distributed over the modes. Expanded in unit eigenvectors, the normalized starting error has a coefficient of only 0.04 on the fastest mode and 0.54 on the next one, $\lambda=-1.139$, whose factor 1.114 per step gives about $5.6\times10^3$ in 80 steps; $0.54\times5.6\times10^3\approx3.0\times10^3$.

## H: Where the assumptions enter

**Order of occupations.** If the three highest orbitals are filled instead of the lowest, the quotients $D_{nm}$ between filled and empty levels are positive, and $X$ is negative semidefinite. With a positive definite kernel, $XK$ is similar to $K^{1/2}XK^{1/2}$, which is symmetric, so the eigenvalues remain real, but now they are at most 1. For the chain, in the same effective potential and with the repulsive kernel, they run from $-1.78$ to 1.00. The lower bound thus rests on the normal order of occupations as well as on a positive semidefinite kernel. Repulsive matrix elements alone do not ensure the latter, as the indefinite kernel of section G shows.

**Both factors indefinite.** Reality itself can then fail. For

$$X=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad K=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad 1+XK=\begin{pmatrix}1&1\\-1&1\end{pmatrix},$$

the characteristic equation $(1-\lambda)^2+1=0$ gives $\lambda=1\pm i$. One semidefinite factor is what excludes this.

**Symmetry of $K$.** A potential that is not the gradient of an energy, or a kernel approximated without preserving symmetry, is not covered. Nor is a preconditioned matrix $C(1-\chi_0K)$ with a general $C$: its spectrum needs its own analysis.

**Forming $S$.** Diagonalize the symmetric $X$, check that any negative eigenvalues are at rounding level, set those to zero, and take square roots. A negative eigenvalue well above rounding level signals an error in $\chi_0$ or non-monotonic occupations, and should not be clipped. The numerical output lists the full spectra and the differences quoted above.

## Values computed for the example and the checks

```
sites: 8, electrons: 6
hopping t (energy unit): 1.0, kT: 0.2 t
repulsion strength: 4.0 t, softening: 1.0 site
local attraction in second kernel: 4.0 t
raised energy of first site: 0.5 t
self-consistent density (electrons/site): 0.5510 0.9135 0.7220 0.7759 0.7825 0.7160 0.8560 0.6831
effective potential (t): 0.1859 0.1056 0.1333 0.1654 0.1757 0.1494 0.1997 0.0106
orbital energies (t): -1.7264 -1.3934 -0.8621 -0.2203 0.4781 1.1429 1.6729 2.0339
occupations per spin: 0.9974 0.9865 0.8373 0.1721 0.0063 0.0002 0.0000 0.0000
chemical potential: -0.5344 t
largest SCF residual: 1.1e-15 electrons/site
eigenvalues of -chi0 (1/t): 0.0000 0.3320 0.3786 0.5056 0.5823 0.6245 0.6557 0.7986
chi0 formula minus finite difference: 8.9e-10 1/t
largest response to unit constant: 2.8e-16 1/t
eigenvalues of repulsive K (t): 0.5193 0.6707 0.9601 1.4680 2.3213 3.8719 6.7558 15.4329
eigenvalues of indefinite K (t): -3.4807 -3.3293 -3.0399 -2.5320 -1.6787 -0.1281 2.7558 11.4329
eigenvalues of 1 + S K S, repulsive K: 1.0000 1.3145 1.4333 1.5679 1.7389 2.2245 2.8916 3.8998
  largest difference from SCF-map spectrum: 7.6e-09
  largest imaginary part, SCF-map spectrum: 0.0e+00
eigenvalues of 1 + S K S, indefinite K: -1.1787 -1.1388 -0.9644 -0.3412 0.1134 1.0000 1.0146 2.0561
  largest difference from SCF-map spectrum: 6.3e-09
  largest imaginary part, SCF-map spectrum: 0.0e+00
mixing limit 2/lambda_max, repulsive K: 0.5128
alpha 0.4872: error factor per step measured 0.9000, predicted 0.9000
alpha 0.5385: error factor per step measured 1.1000, predicted 1.1000
indefinite K, alpha 0.1: error norm grows by 3.01e+03 in 80 steps
eigenvalues, inverted filling, repulsive K: -1.7845 -0.8059 -0.2500 0.3893 0.4936 0.6195 0.7459 1.0000
integer test, common characteristic polynomial: z**4 + 6*z**3 - 48*z**2
semidefinite X and K, product diagonalizable: True
X=diag(1,0), K=swap, 1+XK diagonalizable: False
X=diag(1,-1), K=swap, eigenvalues of 1+XK: [1 - I, 1 + I]
```
